# Outer-Sphere Reorganization Energy at a Metal Electrode with the Image Term: a numerical check

```python
"""
Outer-sphere reorganization energy of an ion at a metal electrode.
Result under test:
    lambda = k * P * (1/a - 1/(2 d)) / 2,    P = 1/eps_op - 1/eps_s
is the leading form of the conducting-sphere result k * P / (2 C), and is
half the self-exchange value k * P * (1/a - 1/R) when R = 2 d.
Symbols: a ion radius, d distance from ion centre to metal plane,
R distance between the centres of two ions, k = e^2/(4 pi eps0) in eV angstrom,
eps_op and eps_s optical and static relative permittivities,
C vacuum sphere-plane capacitance divided by 4 pi eps0 (a length).
Energies called "reduced" are in units of k per angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.special import comb
from scipy.sparse import coo_matrix, diags, bmat
from scipy.sparse.linalg import splu, spsolve

k = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
a, d = 3.5, 7.0
eps_op, eps_s = 1.8, 78.0
R_other = 9.0
pekar = 1 / eps_op - 1 / eps_s


def bracket(radius, separation):
    return 1 / radius - 1 / separation


def capacitance(radius, height):
    """Sum of repeated images for a sphere at unit potential."""
    charge, z, total = radius, height, 0.0
    for _ in range(5000):
        total += charge
        if charge < 1e-17 * total:
            break
        charge, z = (charge * radius / (height + z),
                     height - radius**2 / (height + z))
    return total


def pair_energy(radius, separation, q1, q2, order=50):
    """Reduced vacuum energy of two conducting spheres, from multipoles."""
    t = radius / separation
    n = np.arange(order + 1)
    coupling = comb(n[:, None] + n[None, :], n[:, None])
    coupling = coupling * t ** (n[:, None] + n[None, :] + 1.0)
    size = order + 1
    matrix = np.eye(2 * size)
    matrix[:size, size:] = coupling
    matrix[size:, :size] = coupling
    rhs = np.zeros(2 * size)
    # monopoles are fixed by the charges; higher multipoles by equipotentials
    for row, q in ((0, q1), (size, q2)):
        matrix[row, :] = 0
        matrix[row, row] = 1
        rhs[row] = q / radius
    x = np.linalg.solve(matrix, rhs)
    v1 = x[0] + coupling[0] @ x[size:]
    v2 = x[size] + coupling[0] @ x[:size]
    return 0.5 * (q1 * v1 + q2 * v2)


def build_network(radius, height, n_eta, n_theta):
    """Finite volumes in bispherical coordinates; the metal is grounded.
    Node 0 is the ion. Returns edge-node differences and edge weights."""
    alpha = np.arccosh(height / radius)
    focal = radius * np.sinh(alpha)
    h_eta, h_theta = alpha / n_eta, np.pi / n_theta

    def weight(eta, theta):
        return 0.5 * focal * np.sin(theta) / (np.cosh(eta) - np.cos(theta))

    def node(i, j):
        if i == 0:
            return -1
        return 0 if i == n_eta else 1 + (i - 1) * n_theta + j

    rows, cols, vals, g = [], [], [], []

    def add_edge(start, end, conductance):
        for index, sign in ((start, 1.0), (end, -1.0)):
            if index >= 0:
                rows.append(len(g))
                cols.append(index)
                vals.append(sign)
        g.append(conductance)

    for i in range(n_eta):
        for j in range(n_theta):
            w = weight((i + 0.5) * h_eta, (j + 0.5) * h_theta)
            add_edge(node(i + 1, j), node(i, j), w * h_theta / h_eta)
            if i > 0 and j < n_theta - 1:
                w = weight(i * h_eta, (j + 1) * h_theta)
                add_edge(node(i, j), node(i, j + 1), w * h_eta / h_theta)
    n_nodes = 1 + (n_eta - 1) * n_theta
    diff = coo_matrix((vals, (rows, cols)), shape=(len(g), n_nodes)).tocsr()
    return diff, np.array(g)


# Test 1: solve the slow-polarization functional and take vertical gaps
diff, g = build_network(a, d, 48, 96)
chi = eps_s - eps_op
fast_matrix = (diff.T @ diags(eps_op * g) @ diff).tocsc()
fast_solver = splu(fast_matrix)


def free_energy(p, q):
    source = -(diff.T @ p)
    source[0] += q
    v = diff @ fast_solver.solve(source)
    return 0.5 * np.sum(eps_op * g * v**2) + np.sum(p**2 / (2 * chi * g))


def relaxed_polarization(q):
    system = bmat([[diags(1 / (chi * g)), -diff],
                   [diff.T, fast_matrix]], format="csc")
    rhs = np.zeros(system.shape[0])
    rhs[len(g)] = q
    return spsolve(system, rhs)[:len(g)]


p_ox, p_red = relaxed_polarization(3.0), relaxed_polarization(2.0)
gap_red = free_energy(p_ox, 2.0) - free_energy(p_red, 2.0)
gap_ox = free_energy(p_red, 3.0) - free_energy(p_ox, 3.0)
p_mid = 0.5 * (p_ox + p_red)
mid_red = free_energy(p_mid, 2.0) - free_energy(p_red, 2.0)
mid_ox = free_energy(p_mid, 3.0) - free_energy(p_ox, 3.0)
rng = np.random.default_rng(1)
for _ in range(3):
    trial = p_red + 0.05 * np.sqrt(g) * rng.standard_normal(len(g))
    assert free_energy(trial, 2.0) > free_energy(p_red, 2.0)
C = capacitance(a, d)
reduced_full = pekar / (2 * C)
assert abs(gap_red / gap_ox - 1) < 1e-6
assert abs(mid_red / gap_red - 0.25) < 1e-6
assert abs(mid_ox / gap_ox - 0.25) < 1e-6
# tolerance set by the second-order grid error
assert abs(gap_red / reduced_full - 1) < 5e-3

# Test 2: field energy of a uniform shell and its image, by quadrature
nodes, weights = np.polynomial.legendre.leggauss(80)


def field_energy_outside():
    total = 0.0
    for low, high in ((0.0, a / d), (a / d, 1.0)):
        t = low + (high - low) * (nodes + 1) / 2
        wt = weights * (high - low) / 2
        for ti, wi in zip(t, wt):
            r = a / ti
            top = min(1.0, d / r)
            u = -1 + (top + 1) * (nodes + 1) / 2
            wu = weights * (top + 1) / 2
            m2 = r * r + 4 * d * d - 4 * r * d * u
            field2 = (1 / r**4 + 1 / m2**2
                      - 2 * (r - 2 * d * u) / (r**2 * m2**1.5))
            total += 0.25 * wi * (a / ti**2) * r**2 * np.sum(wu * field2)
    return total


r_in = a * (nodes + 1) / 2
m2_in = (r_in[:, None]**2 + 4 * d * d
         - 4 * d * r_in[:, None] * nodes[None, :])
energy_in = 0.25 * np.sum((weights * a / 2 * r_in**2)[:, None]
                          * weights[None, :] / m2_in**2)
energy_out = field_energy_outside()
energy_trial = 0.5 * bracket(a, 2 * d)
assert abs((energy_out + energy_in) / energy_trial - 1) < 1e-7

# Test 3: two real spheres, no plane and no imposed mirror symmetry
energy_pair = pair_energy(a, 2 * d, 1.0, -1.0)
assert abs(energy_pair * C - 1) < 1e-9

# Test 4: upper bound and leading correction over distance
for height in (3.7, 4.0, 5.0, 7.0, 10.0, 20.0):
    assert 1 / capacitance(a, height) < bracket(a, 2 * height)
for ratio in (6.0, 10.0):
    height = ratio * a
    missing = bracket(a, 2 * height) - 1 / capacitance(a, height)
    # the next term is smaller by the square of a/(2d)
    assert abs(missing * (2 * height)**4 / a**3 - 1) < 0.02
assert capacitance(a, a * (1 + 1e-5)) > 2 * capacitance(a, 2 * a)

# Worked example
lam = k * pekar * 0.5 * bracket(a, 2 * d)
lam_full = k * reduced_full
lam_far = k * pekar / (2 * a)
corrected = k * pekar * 0.5 * (bracket(a, 2 * d) - a**3 / (2 * d)**4)
exchange = k * pekar * bracket(a, 2 * d)
exchange_full = k * pekar * energy_pair
exchange_other = k * pekar * bracket(a, R_other)
other_full = k * pekar * pair_energy(a, R_other, 1.0, -1.0)
ev_to_kj = const.e * const.N_A / 1000

print(f"ion radius a = {a:.1f} angstrom")
print(f"ion-metal distance d = {d:.1f} angstrom")
print(f"optical permittivity = {eps_op:.1f} (no unit)")
print(f"static permittivity = {eps_s:.1f} (no unit)")
print(f"e^2/(4 pi eps0) = {k:.4f} eV angstrom")
print(f"Pekar factor = {pekar:.5f} (no unit)")
print(f"1/a = {1/a:.5f} 1/angstrom")
print(f"1/(2d) = {1/(2*d):.5f} 1/angstrom")
print(f"half bracket = {energy_trial:.5f} 1/angstrom")
print(f"lambda without image = {lam_far:.4f} eV")
print(f"image term in lambda = {lam-lam_far:.4f} eV")
print(f"lambda, image formula = {lam:.4f} eV")
print(f"lambda, image formula = {lam*ev_to_kj:.2f} kJ/mol")
print(f"lambda with first correction = {corrected:.4f} eV")
print(f"lambda, full conducting sphere = {lam_full:.4f} eV")
print(f"lambda, grid vertical gap = {k*gap_red:.4f} eV")
print(f"grid gap relative to full = {100*(gap_red/reduced_full-1):.3f} %")
print(f"image formula excess over full = {100*(lam/lam_full-1):.2f} %")
print(f"vacuum capacitance length C = {C:.5f} angstrom")
print(f"barrier lambda/4, image formula = {lam/4:.4f} eV")
print(f"grid midpoint cost / gap = {mid_red/gap_red:.6f} (no unit)")
print(f"trial field energy in solvent = {energy_out:.6f} 1/angstrom")
print(f"trial field energy in ball = {energy_in:.6f} 1/angstrom")
print(f"self-exchange formula, R=2d = {exchange:.4f} eV")
print(f"self-exchange full, R=2d = {exchange_full:.4f} eV")
print(f"full electrode/exchange, R=2d = {lam_full/exchange_full:.6f}")
print(f"other exchange distance R = {R_other:.1f} angstrom")
print(f"self-exchange formula, other R = {exchange_other:.4f} eV")
print(f"self-exchange full, other R = {other_full:.4f} eV")
print(f"formula electrode/exchange, other R = {lam/exchange_other:.4f}")
print(f"full electrode/exchange, other R = {lam_full/other_full:.4f}")
print("d (angstrom), formula (eV), full (eV), excess (%)")
for height in (3.7, 4.0, 5.0, 7.0, 10.0, 20.0):
    simple = k * pekar * 0.5 * bracket(a, 2 * height)
    full = k * pekar / (2 * capacitance(a, height))
    print(f"{height:5.1f} {simple:8.4f} {full:8.4f} "
          f"{100*(simple/full-1):8.3f}")
print("finished without a failed check")
```

Printed output:

```
ion radius a = 3.5 angstrom
ion-metal distance d = 7.0 angstrom
optical permittivity = 1.8 (no unit)
static permittivity = 78.0 (no unit)
e^2/(4 pi eps0) = 14.3996 eV angstrom
Pekar factor = 0.54274 (no unit)
1/a = 0.28571 1/angstrom
1/(2d) = 0.07143 1/angstrom
half bracket = 0.10714 1/angstrom
lambda without image = 1.1165 eV
image term in lambda = -0.2791 eV
lambda, image formula = 0.8373 eV
lambda, image formula = 80.79 kJ/mol
lambda with first correction = 0.8330 eV
lambda, full conducting sphere = 0.8325 eV
lambda, grid vertical gap = 0.8324 eV
grid gap relative to full = -0.015 %
image formula excess over full = 0.58 %
vacuum capacitance length C = 4.69371 angstrom
barrier lambda/4, image formula = 0.2093 eV
grid midpoint cost / gap = 0.250000 (no unit)
trial field energy in solvent = 0.106942 1/angstrom
trial field energy in ball = 0.000201 1/angstrom
self-exchange formula, R=2d = 1.6747 eV
self-exchange full, R=2d = 1.6650 eV
full electrode/exchange, R=2d = 0.500000
other exchange distance R = 9.0 angstrom
self-exchange formula, other R = 1.3646 eV
self-exchange full, other R = 1.2920 eV
formula electrode/exchange, other R = 0.6136
full electrode/exchange, other R = 0.6444
d (angstrom), formula (eV), full (eV), excess (%)
  3.7   0.5884   0.4640   26.802
  4.0   0.6280   0.5575   12.638
  5.0   0.7257   0.7041    3.061
  7.0   0.8373   0.8325    0.579
 10.0   0.9211   0.9200    0.119
 20.0   1.0188   1.0187    0.006
finished without a failed check
```
